**Mesh reflection of a perfectly matched layer and its effect on leaky-mode loss**

A perfectly matched layer is reflectionless in the continuum apart from the echo $R$ of its end wall, but its central-difference form reflects in proportion to $h^2$. Here $\kappa$ is the transverse wavenumber, $h$ the mesh step, $L$ the layer thickness, $m$ the profile power and $s$ the complex stretch. The program asserts that integration of the continuum equation returns the wall echo, and that a tridiagonal field solution agrees with a recursion through one-cell films. It also asserts second-order convergence for a quadratic profile, the two-part reflection formula for $m=1,2,3$, and the simple thickness law where the inner contribution is small. The strength scan shows that more absorption eventually increases the reflection, and the near-grazing cases show an echo set by the wall. For a model slab guide, the finite-difference loss converges to the analytic outgoing-wave value of 10.44 dB/cm. Moving a thin layer changes the computed loss by the contrast predicted from its reflection, within the asserted 3 %. Halving the mesh step leaves the weak layer's echo almost unchanged and reduces the strong layer's echo by a factor of four.

## Check in Python

```python
"""
Result under test: a perfectly matched layer (PML) is reflectionless in the
continuum, where only its end wall sends back an echo of modulus R. Its central
difference version is a stack of films with unequal admittances, and reflects
  |r| ~ (kappa h)^2/8 * (m+1)! ln(1/R) / (2 kappa L)^(m+1)   (m >= 1)
when thick; a thinner layer adds a part born where the complex stretch vanishes.
Symbols: kappa transverse wavenumber, h mesh step, L layer thickness,
s = 1 + i*strength*(x/L)^m complex stretch, m profile power, R continuum wall echo.
Time factor exp(-i omega t). Universal tests use the transverse wavelength as
unit of length; the leaky waveguide uses micrometres.
"""
import math
import numpy as np
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.sparse import diags
from scipy.sparse.linalg import eigs


def strength_for(kappa, L, m, R):
    return (m + 1) * math.log(1 / R) / (2 * kappa * L)


def layer_links(kappa, h, L, m, R):
    """Stretch at the midpoints of the layer cells."""
    cells = int(round(L / h))
    x = (np.arange(cells) + 0.5) / cells
    return 1 + 1j * strength_for(kappa, L, m, R) * x**m


def measured_reflection(kappa, h, s_layer):
    """Solve the difference equations and separate the two lattice waves."""
    nb = max(2, int(round(math.pi / (2 * kappa * h))))
    s = np.concatenate([np.ones(nb), s_layer])
    left, right = s[:-1], s[1:]
    ab = np.zeros((3, len(s) - 1), complex)
    ab[1] = -(1 / left + 1 / right) + (kappa * h)**2 * (left + right) / 2
    ab[0, 1:] = 1 / s[1:-1]
    ab[2, :-1] = 1 / s[1:-1]
    rhs = np.zeros(len(s) - 1, complex)
    rhs[0] = -1 / s[0]
    field = np.concatenate([[1], solve_banded((1, 1), ab, rhs), [0]])
    z = np.exp(2j * nb * math.asin(kappa * h / 2))
    a, b = np.linalg.solve(np.array([[1 / z, z], [1, 1]]),
                           np.array([field[0], field[nb]]))
    return b / a


def stack_reflection(kappa, h, s_layer):
    """Recursion through one-cell films with lattice admittance Y."""
    half = kappa * h * np.concatenate([[1], s_layer]) / 2
    Y = np.sqrt(1 - half**2)
    phase = 2 * np.arcsin(half)
    gamma = -1 + 0j
    for c in range(len(half) - 1, 0, -1):
        gamma *= np.exp(2j * phase[c])
        rho = (Y[c - 1] - Y[c]) / (Y[c - 1] + Y[c])
        gamma = (rho + gamma) / (1 + rho * gamma)
    return gamma


def mesh_coefficient(kappa, h, L, m):
    return (kappa * h)**2 / 8 * math.factorial(m + 1) / (2 * kappa * L)**(m + 1)


def reflection_parts(kappa, h, L, m, R):
    """Entrance part and inner (saddle, s=0) part of the mesh reflection."""
    a, c = 2 * kappa * L, math.log(1 / R)
    amp = strength_for(kappa, L, m, R)
    scale = (kappa * h)**2 / 8
    entrance = -scale * amp * math.factorial(m) / a / (-1j * a)**(m - 1)
    if m == 1:
        return entrance, 0j
    xs = (1j * a / ((m + 1) * c))**(1 / m)
    curvature = m * (m + 1) * c * xs**(m - 1)
    saddle = (xs**(m - 2) * np.exp(1j * a * xs * m / (m + 1))
              * np.sqrt(2 * math.pi / curvature))
    return entrance, -scale * amp * m * (m - 1) / a * saddle


K = 2 * math.pi   # transverse wavelength is 1 in the universal tests

# Continuum: integrate the stretched differential equation back from the wall.
print("Continuum layer, L = 1 transverse wavelength, design R = 1e-4")
for m in (0, 2):
    amp = strength_for(K, 1.0, m, 1e-4)

    def stretched(x, y):
        s = 1 + 1j * amp * x**m
        return [s * y[1], -K**2 * s * y[0]]

    sol = solve_ivp(stretched, (1.0, 0.0), np.array([0, 1], complex),
                    method="DOP853", rtol=1e-11, atol=1e-12)
    E, F = sol.y[:, -1]
    r_ode = (E - F / (1j * K)) / (E + F / (1j * K))
    r_theory = -np.exp(2j * K * (1 + 1j * amp / (m + 1)))
    assert abs(r_ode - r_theory) < 1e-4 * abs(r_theory)
    print(f"  m={m}: |r| from the ODE = {abs(r_ode):.5e}")

# Linear solve against film recursion, over varied layers.
worst = 0.0
for m in range(5):
    for L in (0.5, 1.0, 2.0):
        for R in (1e-2, 1e-8):
            s = layer_links(K, 1 / 20, L, m, R)
            worst = max(worst, abs(measured_reflection(K, 1 / 20, s)
                                   - stack_reflection(K, 1 / 20, s)))
assert worst < 1e-10
print(f"Largest |linear solve - film recursion| = {worst:.1e}")

# Abrupt layer: one interface, with a negligible wall echo.
h = 1 / 20
s = layer_links(K, h, 2.0, 0, 1e-12)
Y0, Y1 = np.sqrt(1 - (K * h / 2)**2), np.sqrt(1 - (K * h * s[0] / 2)**2)
r_step = measured_reflection(K, h, s)
assert abs(r_step - (Y0 - Y1) / (Y0 + Y1)) < 1e-8
small_h = (K * h)**2 * (s[0]**2 - 1) / 16
print(f"Abrupt layer, L=2, 20 points/wavelength, strength {s[0].imag:.4f}:")
print(f"  |r| measured {abs(r_step):.5e}, small-h formula {abs(small_h):.5e}")

# First-order integral and second-order convergence for a quadratic profile.
amp = strength_for(K, 1.0, 2, 1e-10)


def integrand(x):
    s = 1 + 1j * amp * x**2
    return s * 2j * amp * x * np.exp(2j * K * (x + 1j * amp * x**3 / 3))


integral = (quad(lambda x: integrand(x).real, 0, 1, epsabs=1e-12)[0]
            + 1j * quad(lambda x: integrand(x).imag, 0, 1, epsabs=1e-12)[0])
wall = -np.exp(2j * K * (1 + 1j * amp / 3))
r80, r160 = [measured_reflection(K, 1 / n, layer_links(K, 1 / n, 1.0, 2, 1e-10))
             for n in (80, 160)]
predicted = (K / 160)**2 / 8 * integral + wall
order = math.log2(abs(r80) / abs(r160))
assert abs(r160 - predicted) < 0.02 * abs(r160)
assert 1.8 < order < 2.2
thin_law = mesh_coefficient(K, 1 / 160, 1.0, 2) * math.log(1e10)
print("Quadratic layer, L=1, R=1e-10:")
print(f"  |r| at 80, 160 points/wavelength = {abs(r80):.4e}, {abs(r160):.4e}")
print(f"  first-order integral at 160 = {abs(predicted):.4e}; order = {order:.3f}")
print(f"  thick-layer law at 160 (layer too thin for it) = {thin_law:.4e}")

# Thickness and profile law, with the inner contribution shown separately.
print("80 points/wavelength, R=1e-10: |r| measured, two-part formula, thick law")
for m in (1, 2, 3):
    for L in (2.0, 3.0, 4.0):
        r = abs(measured_reflection(K, 1 / 80, layer_links(K, 1 / 80, L, m, 1e-10)))
        law = mesh_coefficient(K, 1 / 80, L, m) * math.log(1e10)
        entrance, inner = reflection_parts(K, 1 / 80, L, m, 1e-10)
        both = abs(entrance + inner)
        share = abs(inner / entrance)
        assert abs(r / both - 1) < 0.03
        if share < 0.02:
            assert abs(r / law - 1) < 0.03
        print(f"  m={m} L={L:.0f}: {r:.3e}, {both:.3e}, {law:.3e}; "
              f"inner/entrance {share:.1e}")

# Absorption strength at fixed mesh and thickness.
D = mesh_coefficient(K, 1 / 40, 2.0, 2)
print(f"Strength scan, m=2, L=2, 40 points/wavelength, D = {D:.3e}")
scan = {}
for R in (1e-2, 1e-3, 1e-4, 1e-5, 1e-6, 1e-8, 1e-12):
    scan[R] = abs(measured_reflection(K, 1 / 40, layer_links(K, 1 / 40, 2.0, 2, R)))
    bound = R + D * math.log(1 / R)
    assert scan[R] < 1.2 * bound
    print(f"  continuum R={R:.0e}: lattice |r|={scan[R]:.3e}, estimate {bound:.3e}")
assert abs(scan[1e-2] / 1e-2 - 1) < 0.1
assert scan[1e-12] > scan[1e-8] > 100 * 1e-8

print("Lattice |r|, R=1e-8, 20 points/wavelength, m = 0, 1, 2, 3, 4")
for L in (0.5, 1.0, 2.0):
    row = [abs(measured_reflection(K, 1 / 20, layer_links(K, 1 / 20, L, m, 1e-8)))
           for m in range(5)]
    print(f"  L={L:.1f}: " + "  ".join(f"{v:.2e}" for v in row))

# One fixed layer, met by waves closer to grazing.
print("Fixed layer m=2, L=1, R=1e-8 at kappa0, 40 points/wavelength:")
fixed = layer_links(K, 1 / 40, 1.0, 2, 1e-8)
for ratio in (0.05, 0.1, 0.2):
    r = abs(measured_reflection(ratio * K, 1 / 40, fixed))
    assert abs(r / 1e-8**ratio - 1) < 0.02
    print(f"  kappa/kappa0={ratio:.2f}: lattice {r:.4f}, continuum {1e-8**ratio:.4f}")

# Leaky slab waveguide: analytic outgoing-wave mode.
lam, n_core, n_clad, n_sub = 1.55, 3.5, 1.5, 3.5
core, gap, top = 0.2, 0.5, 1.2
k0 = 2 * math.pi / lam


def closed_guide(n):
    q = k0 * math.sqrt(n_core**2 - n**2)
    return q * math.tan(q * core / 2) - k0 * math.sqrt(n**2 - n_clad**2)


def leaky_condition(b2):
    q = np.sqrt(k0**2 * n_core**2 - b2 + 0j)
    g = np.sqrt(b2 - k0**2 * n_clad**2 + 0j)
    kap = np.sqrt(k0**2 * n_sub**2 - b2 + 0j)
    e1 = np.cos(q * core) + g / q * np.sin(q * core)
    d1 = -q * np.sin(q * core) + g * np.cos(q * core)
    e2 = np.cosh(g * gap) - 1j * kap / g * np.sinh(g * gap)
    d2 = 1j * kap * np.cosh(g * gap) - g * np.sinh(g * gap)
    return (d1 * e2 - e1 * d2) / np.cosh(g * gap)


n_closed = brentq(closed_guide, n_clad + 1e-9, n_core - 1e-9)
b_old = (k0 * n_closed)**2 + 0j
b_new = b_old * (1 + 1e-5) + 1e-4j
f_old, f_new = leaky_condition(b_old), leaky_condition(b_new)
for _ in range(50):
    if f_new == f_old or abs(b_new - b_old) < 1e-13 * abs(b_new):
        break
    b_next = b_new - f_new * (b_new - b_old) / (f_new - f_old)
    b_old, f_old = b_new, f_new
    b_new, f_new = b_next, leaky_condition(b_next)
beta2 = b_new
assert abs(leaky_condition(beta2)) < 1e-9 and beta2.imag > 0


def loss_db_cm(b2):
    return 20 * math.log10(math.e) * np.sqrt(b2).imag * 1e4


def guide_loss(h, buffer_cells, s_layer):
    """Finite-difference TE mode; interface nodes take the mean permittivity."""
    nt, nc, ng = [int(round(d / h)) for d in (top, core, gap)]
    outer = buffer_cells + len(s_layer)
    eps = np.concatenate([np.full(nt, n_clad**2), np.full(nc, n_core**2),
                          np.full(ng, n_clad**2), np.full(outer, n_sub**2)])
    s = np.concatenate([np.ones(nt + nc + ng + buffer_cells), s_layer])
    node = (s[:-1] + s[1:]) / 2
    to_left, to_right = 1 / (s[:-1] * node * h**2), 1 / (s[1:] * node * h**2)
    main = -(to_left + to_right) + k0**2 * (eps[:-1] + eps[1:]) / 2
    A = diags([to_left[1:], main, to_right[:-1]], [-1, 0, 1], format="csc")
    value = eigs(A, k=1, sigma=beta2, v0=np.ones(len(main), complex),
                 return_eigenvectors=False)[0]
    return loss_db_cm(value)


kap = np.sqrt(k0**2 * n_sub**2 - beta2).real
exact_loss = loss_db_cm(beta2)
n_eff = np.sqrt(beta2) / k0
print(f"Leaky slab: wavelength {lam} um, core {core} um, gap {gap} um")
print(f"  indices: core {n_core}, cladding {n_clad}, substrate {n_sub}")
print(f"  effective index = {n_eff.real:.6f} + {n_eff.imag:.4e} i")
print(f"  kappa = {kap:.4f} 1/um, transverse wavelength = {2*math.pi/kap:.4f} um")
print(f"  analytic loss = {exact_loss:.5f} dB/cm")

# Interior mesh error, with a thick layer whose own echo is negligible.
ref = {}
for h in (0.01, 0.005):
    s = layer_links(kap, h, 3.0, 3, 1e-12)
    assert abs(stack_reflection(kap, h, s)) < 1e-6
    ref[h] = guide_loss(h, int(round(0.2 / h)), s)
    print(f"  h={h*1000:.0f} nm, 3 um layer: loss = {ref[h]:.5f} dB/cm, "
          f"error {100*(ref[h]/exact_loss-1):+.3f} %")
ratio = (ref[0.01] - exact_loss) / (ref[0.005] - exact_loss)
extrapolated = (4 * ref[0.005] - ref[0.01]) / 3
assert 3.5 < ratio < 4.5
assert abs(extrapolated / exact_loss - 1) < 1e-3
print(f"  error ratio = {ratio:.3f}; extrapolated loss = {extrapolated:.5f} dB/cm")

# Move a thin layer through half a transverse wavelength and watch the loss.
h = 0.01
positions = range(10, 12 + int(math.ceil(math.pi / (kap * h))))
print("Thin layer, 0.4 um, m=2, moved through half a wavelength, h=10 nm")
for name, R in (("weak", 1e-2), ("strong", 1e-8)):
    s = layer_links(kap, h, 0.4, 2, R)
    losses = np.array([guide_loss(h, n, s) for n in positions])
    contrast = (losses.max() - losses.min()) / (losses.max() + losses.min())
    r = abs(stack_reflection(kap, h, s))
    r_fine = abs(stack_reflection(kap, h / 2, layer_links(kap, h / 2, 0.4, 2, R)))
    expected = 2 * r / (1 + r**2)
    assert abs(contrast / expected - 1) < 0.03
    if name == "weak":
        assert abs(r / r_fine - 1) < 0.03
    else:
        assert 3.5 < r / r_fine < 4.5
    print(f"  {name}, R={R:.0e}: |r| = {r:.4e}; at h=5 nm {r_fine:.4e}")
    print(f"    loss from {losses.min():.5f} to {losses.max():.5f} dB/cm")
    print(f"    contrast {contrast:.4e}, predicted {expected:.4e}")

print("OK")
```

Output:

```
Continuum layer, L = 1 transverse wavelength, design R = 1e-4
  m=0: |r| from the ODE = 1.00000e-04
  m=2: |r| from the ODE = 1.00000e-04
Largest |linear solve - film recursion| = 1.3e-15
Abrupt layer, L=2, 20 points/wavelength, strength 1.0994:
  |r| measured 1.56224e-02, small-h formula 1.54775e-02
Quadratic layer, L=1, R=1e-10:
  |r| at 80, 160 points/wavelength = 6.8430e-05, 1.7110e-05
  first-order integral at 160 = 1.7110e-05; order = 2.000
  thick-layer law at 160 (layer too thin for it) = 1.3420e-05
80 points/wavelength, R=1e-10: |r| measured, two-part formula, thick law
  m=1 L=2: 5.617e-05, 5.622e-05, 5.622e-05; inner/entrance 0.0e+00
  m=1 L=3: 2.496e-05, 2.498e-05, 2.498e-05; inner/entrance 0.0e+00
  m=1 L=4: 1.404e-05, 1.405e-05, 1.405e-05; inner/entrance 0.0e+00
  m=2 L=2: 6.722e-06, 6.727e-06, 6.710e-06; inner/entrance 5.4e-03
  m=2 L=3: 1.988e-06, 1.988e-06, 1.988e-06; inner/entrance 1.9e-05
  m=2 L=4: 8.388e-07, 8.388e-07, 8.388e-07; inner/entrance 1.9e-08
  m=3 L=2: 1.167e-06, 1.176e-06, 1.068e-06; inner/entrance 2.1e-01
  m=3 L=3: 2.095e-07, 2.100e-07, 2.110e-07; inner/entrance 5.9e-03
  m=3 L=4: 6.660e-08, 6.675e-08, 6.675e-08; inner/entrance 7.8e-05
Strength scan, m=2, L=2, 40 points/wavelength, D = 1.166e-06
  continuum R=1e-02: lattice |r|=9.864e-03, estimate 1.001e-02
  continuum R=1e-03: lattice |r|=9.809e-04, estimate 1.008e-03
  continuum R=1e-04: lattice |r|=9.829e-05, estimate 1.107e-04
  continuum R=1e-05: lattice |r|=1.652e-05, estimate 2.342e-05
  continuum R=1e-06: lattice |r|=1.612e-05, estimate 1.710e-05
  continuum R=1e-08: lattice |r|=2.151e-05, estimate 2.148e-05
  continuum R=1e-12: lattice |r|=3.213e-05, estimate 3.221e-05
Lattice |r|, R=1e-8, 20 points/wavelength, m = 0, 1, 2, 3, 4
  L=0.5: 5.93e-02  1.11e-02  8.29e-03  9.33e-03  1.20e-02
  L=1.0: 2.24e-02  2.82e-03  8.07e-04  5.03e-04  8.79e-04
  L=2.0: 9.80e-03  7.09e-04  8.61e-05  1.28e-05  6.76e-06
Fixed layer m=2, L=1, R=1e-8 at kappa0, 40 points/wavelength:
  kappa/kappa0=0.05: lattice 0.3982, continuum 0.3981
  kappa/kappa0=0.10: lattice 0.1586, continuum 0.1585
  kappa/kappa0=0.20: lattice 0.0251, continuum 0.0251
Leaky slab: wavelength 1.55 um, core 0.2 um, gap 0.5 um
  indices: core 3.5, cladding 1.5, substrate 3.5
  effective index = 2.806088 + 2.9650e-05 i
  kappa = 8.4797 1/um, transverse wavelength = 0.7410 um
  analytic loss = 10.43979 dB/cm
  h=10 nm, 3 um layer: loss = 10.51190 dB/cm, error +0.691 %
  h=5 nm, 3 um layer: loss = 10.45779 dB/cm, error +0.172 %
  error ratio = 4.005; extrapolated loss = 10.43976 dB/cm
Thin layer, 0.4 um, m=2, moved through half a wavelength, h=10 nm
  weak, R=1e-02: |r| = 1.0020e-02; at h=5 nm 1.0005e-02
    loss from 10.30368 to 10.72354 dB/cm
    contrast 1.9968e-02, predicted 2.0038e-02
  strong, R=1e-08: |r| = 4.9327e-04; at h=5 nm 1.2337e-04
    loss from 10.50153 to 10.52226 dB/cm
    contrast 9.8580e-04, predicted 9.8655e-04
OK
```
